# Kemble's transmission formula is exact for the inverted parabola

To compute how fast an ion hops over a barrier, or how much current crosses one, one must decide what transmission to assign to energies close to the barrier top. With $K$ the tunnelling action defined below, the simple estimate $e^{-2K}$ reaches 1 at the top, the classical rule jumps there from 0 to 1, and Kemble's formula $1/(1+e^{2K})$ gives one half. A smooth maximum with nonzero curvature is close to a parabola near its top. Where that parabola holds over the whole region that governs the transmission, its exact solution settles the choice.

## Setting and theorem

A particle of mass $m$ moves on the whole line in

$$V(x)=V_0-\tfrac12 m\omega^2x^2,\qquad \omega>0 .$$

Its energy $E$ is real and may lie below, at or above $V_0$. Define

$$\ell=\sqrt{\frac{\hbar}{2m\omega}},\qquad \xi=\frac{x}{\ell},\qquad a=\frac{V_0-E}{\hbar\omega}.$$

Multiply the Schrödinger equation by $2m\ell^2/\hbar^2=1/(\hbar\omega)$. The quadratic term acquires the coefficient $m\omega^2\ell^2/(2\hbar\omega)=1/4$, so that

$$\psi''=\Big(a-\frac{\xi^2}{4}\Big)\psi ,\tag{1}$$

where primes are derivatives with respect to the argument. Since the coefficient is real, $J=\mathrm{Im}(\psi^*\psi')$ is constant; the physical current is $\hbar J/(m\ell)$. There is no region of constant potential, so incident, reflected and transmitted waves are identified by the direction of their current at large $|x|$.

**Theorem.** For a wave incident from the left, the transmitted fraction of the current is

$$T(E)=\frac{1}{1+e^{2\pi a}} .\tag{2}$$

This equals Kemble's $1/(1+e^{2K})$, where $K$ is the integral of $\kappa=\sqrt{2m(V-E)}/\hbar$ between the turning points, continued analytically in $E$ above the top. In particular $T(V_0)=1/2$.

## Lemma 1: a solution for every energy

Let $s=\tfrac12+ia$ and

$$D_{-s}(z)=\frac{e^{-z^2/4}}{\Gamma(s)}I(z),\qquad I(z)=\int_0^\infty t^{s-1}e^{-zt-t^2/2}\,dt .$$

This is a parabolic cylinder function. The integral converges for every complex $z$, because $\mathrm{Re}\,s=\tfrac12$ controls $t\to0$ and the Gaussian controls $t\to\infty$. Then $f(\xi)=D_{-s}(\xi e^{-i\pi/4})$ solves (1).

*Proof.* Differentiation under the integral gives

$$I''-zI'-sI=\int_0^\infty t^{s-1}(t^2+zt-s)e^{-zt-t^2/2}dt=-\int_0^\infty\frac{d}{dt}\Big[t^se^{-zt-t^2/2}\Big]dt=0,$$

since the bracket vanishes at both ends. Differentiating the product $e^{-z^2/4}I$ twice,

$$D_{-s}''=\frac{e^{-z^2/4}}{\Gamma(s)}\Big[I''-zI'+\Big(\frac{z^2}{4}-\frac12\Big)I\Big]=\Big(\frac{z^2}{4}+s-\frac12\Big)D_{-s}=\Big(\frac{z^2}{4}+ia\Big)D_{-s}.$$

With $z=\xi e^{-i\pi/4}$ we have $z^2=-i\xi^2$, and two $\xi$-derivatives bring the factor $e^{-i\pi/2}=-i$. Hence

$$f''=-i\Big(-\frac{i\xi^2}{4}+ia\Big)f=\Big(a-\frac{\xi^2}{4}\Big)f.\qquad\blacksquare$$

## Lemma 2: the solution is outgoing on the right

As $\xi\to+\infty$,

$$f=\xi^{-s}e^{i\pi s/4}e^{i\xi^2/4}\,[1+O(\xi^{-2})],\qquad f'=\frac{i\xi}{2}f\,[1+O(\xi^{-2})],$$

and its current is $j=\mathrm{Im}(f^*f')=\tfrac12e^{-\pi a/2}>0$.

*Proof.* Here $\mathrm{Re}\,z=\xi/\sqrt2>0$, so $\int_0^\infty t^{s-1}e^{-zt}dt=\Gamma(s)z^{-s}$. Replacing $e^{-t^2/2}$ by 1 costs at most

$$\frac12\int_0^\infty t^{3/2}e^{-\xi t/\sqrt2}dt=O(\xi^{-5/2}),$$

because $|e^{-t^2/2}-1|\le t^2/2$. Relative to $|z^{-s}|\propto\xi^{-1/2}$ this is $O(\xi^{-2})$. The prefactor $e^{-z^2/4}$ is $e^{i\xi^2/4}$, which gives the first formula.

For the derivative, $D_{-s}'=e^{-z^2/4}(I'-zI/2)/\Gamma(s)$. The term $I'=O(\xi^{-3/2})$ is smaller than $zI/2$, of order $\xi^{1/2}$, by $O(\xi^{-2})$. Thus $f'\simeq-e^{-i\pi/4}(z/2)f=(i\xi/2)f$.

Finally $|e^{i\pi s/4}|=e^{-\pi a/4}$, so $|f|^2\simeq e^{-\pi a/2}/\xi$. Multiplication by $\xi/2$ gives $j$, which is constant in $\xi$. $\blacksquare$

To leading order at large $\xi$, the local momentum is $\hbar\xi/(2\ell)=m\omega x$, that of a classical particle running down the slope.

## Lemma 3: connection through the barrier

For $y>0$,

$$f(-y)=Bf(y)+Cf^*(y),\qquad B=e^{-i\pi s},\qquad C=\frac{\sqrt{2\pi}}{\Gamma(s)}e^{i\pi(1-s)/2}.\tag{3}$$

*Proof.* Put $w=ye^{-i\pi/4}$. Then $f(-y)=e^{-w^2/4}I(-w)/\Gamma(s)$ with

$$I(-w)=\int_0^\infty t^{s-1}e^{wt-t^2/2}dt .$$

Define $t^{s-1}$ in the lower half-plane by $-\pi\le\arg t\le0$. By Cauchy's theorem, the integral along the whole real axis, passed just below the origin, equals the integral $I_L$ along the line $t=w+u$ with $u$ real. The distant vertical sides vanish through $e^{-t^2/2}$, and a small arc of radius $r$ at the origin contributes $O(r^{1/2})$.

On the negative axis $t=e^{-i\pi}\tau$, and

$$\int_{-\infty}^0t^{s-1}e^{wt-t^2/2}dt=-e^{-i\pi s}\int_0^\infty\tau^{s-1}e^{-w\tau-\tau^2/2}d\tau=-e^{-i\pi s}I(w).$$

Therefore $I(-w)=e^{-i\pi s}I(w)+I_L$, or

$$f(-y)=e^{-i\pi s}f(y)+g(y),\qquad g(y)=\frac{e^{-w^2/4}I_L}{\Gamma(s)} .$$

Equation (1) is even in $\xi$, so $f(-y)$ solves it, and hence so does $g$. The solutions $f$ and $f^*$ are independent because $f^*f'-ff^{*\prime}=2ij\neq0$. So $g=\alpha f+Cf^*$ with constant coefficients, which large $y$ determines.

On the line, $wt-t^2/2=w^2/2-u^2/2$, giving

$$I_L=w^{s-1}e^{w^2/2}\int_{-\infty}^{\infty}\Big(1+\frac uw\Big)^{s-1}e^{-u^2/2}du .$$

Since $|t|\ge y/\sqrt2$, the factor $|1+u/w|^{-1/2}$ is at most $2^{1/4}$; its argument is bounded, so the remaining factor is bounded too. Dominated convergence gives $\sqrt{2\pi}$ for the integral as $y\to\infty$. Using $w^2=-iy^2$,

$$g\simeq\frac{\sqrt{2\pi}}{\Gamma(s)}\,y^{s-1}e^{i\pi(1-s)/4}e^{-iy^2/4}.$$

Because $s^*=1-s$, Lemma 2 gives $f^*\simeq y^{s-1}e^{-i\pi(1-s)/4}e^{-iy^2/4}$. The ratio $g/f^*$ therefore has a limit. The ratio $f/f^*$ has none, as its phase grows like $y^2/2$; hence $\alpha=0$, and the limit of $g/f^*$ is the stated $C$. $\blacksquare$

## Proof of the theorem

At $\xi=-y$ on the far left, $f^*(y)$ varies as $e^{-i\xi^2/4}$. Its local wavenumber $-\xi/2$ is positive, so it is the incident wave. The term $f(y)$ has the opposite wavenumber and is reflected.

Insert (3) into the current, with $d/d\xi=-d/dy$. The cross terms are $B^*Cf^*f^{*\prime}$ and $BC^*ff'$. They are complex conjugates, so their sum has no imaginary part. What remains is $(|C|^2-|B|^2)j$, which must equal the transmitted current $j$:

$$|C|^2=1+|B|^2,\qquad |B|^2=|e^{-i\pi/2+\pi a}|^2=e^{2\pi a}.$$

The incident current is $|C|^2j$. Thus $T=1/|C|^2=1/(1+e^{2\pi a})$ and $R=|B|^2/|C|^2=1-T$, where $R$ is the reflected fraction.

The explicit $C$ agrees. From $|\Gamma(\tfrac12+ia)|^2=\pi/\cosh\pi a$ and $|e^{i\pi(1-s)/2}|^2=e^{\pi a}$ follows $|C|^2=2e^{\pi a}\cosh\pi a=1+e^{2\pi a}$.

For $a>0$ the turning points are $\xi=\pm2\sqrt a$. With $\xi=2\sqrt a\sin\theta$,

$$K=\int_{-2\sqrt a}^{2\sqrt a}\sqrt{a-\frac{\xi^2}{4}}\,d\xi=2a\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi a .$$

The analytic continuation of $\pi a$ to $a\le0$ is $\pi a$ itself, so $K$ vanishes at the top and is negative above it. Equation (2) is therefore Kemble's formula at every real energy. $\blacksquare$

## Remarks on limits and failure

**Width of the transition.** Equation (2) gives $T=0.1$ at $2\pi a=\ln9$ and $T=0.9$ at $2\pi a=-\ln9$. The rise takes an energy interval $\hbar\omega\ln9/\pi\approx0.70\,\hbar\omega$. It shrinks to the classical step as $\hbar\to0$ with the barrier held fixed.

**The simple exponential.** Since $e^{-2K}/T=1+e^{-2K}$, the simple estimate is too large by the fraction $e^{-2K}$ of the true $T$. That is negligible far below the top and 100% at the top.

**A barrier with corners.** Take a square barrier of height $V_0$ and length $L$, with zero potential outside, at $E=V_0$. Inside, $\psi''=0$. Matching to an outgoing wave of unit amplitude and wavenumber $k$ gives $\psi=1+ik(x-L)$. At $x=0$ the incident amplitude is $\tfrac12[\psi+\psi'/(ik)]=1-ikL/2$, and $T=1/(1+k^2L^2/4)$. Kemble's formula with $K=0$ would give one half for every $L$; the true value is one half only for $kL=2$. A vanishing action alone does not produce one half, and neither does smoothness alone. The smooth hump $V_0/\cosh^2(x/b)$, with $\omega$ taken from the curvature at its top, transmits 0.60 there when $V_0=\hbar\omega$ and 0.505 when $V_0=20\,\hbar\omega$. The value one half is approached when the barrier follows its parabola over a region wide compared with $\ell$ and the potential beyond that region adds no appreciable reflection.

## Corollary: thermal current

In one dimension, non-degenerate particles (Boltzmann statistics, so not degenerate electrons) in thermal equilibrium at temperature $\Theta$ strike the barrier with a current per unit energy proportional to $e^{-E/k_B\Theta}$, because the velocity cancels the density of states. Let $P$ be the transmitted current divided by its classical value, for which $T$ is a unit step at $V_0$. With $\varepsilon=E-V_0$, $c=\hbar\omega/(2\pi k_B\Theta)$ and $q=2\pi\varepsilon/(\hbar\omega)$,

$$P=\frac1{k_B\Theta}\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/k_B\Theta}\,d\varepsilon}{1+e^{-2\pi\varepsilon/\hbar\omega}}=c\int_{-\infty}^{\infty}\frac{e^{-cq}}{1+e^{-q}}dq .$$

Setting $v=e^{-q}$ turns this into a beta integral:

$$P=c\int_0^\infty\frac{v^{c-1}}{1+v}dv=c\,\Gamma(c)\Gamma(1-c)=\frac{\pi c}{\sin\pi c},\qquad 0<c<1.$$

At $c=1$ the integral diverges at low energies. For a barrier of finite height this means that the parabola no longer describes the energies that matter.

## An oxygen ion in a resistive memory cell

Take an ion of mass 16 u, a hop of $d=0.30$ nm and a barrier of 1.00 eV, rough values for an oxide memory cell. Model the path by

$$V=\frac{V_0}{2}\Big[1+\cos\frac{2\pi x}{d}\Big],\qquad |x|\le\frac d2 .$$

The downward curvature at the top is $\tfrac12V_0(2\pi/d)^2=219.3$ eV/nm². Setting it equal to $m\omega^2$ gives $\hbar\omega=23.94$ meV and $\ell=7.39$ pm. The 10–90% rise of $T$ then spans about 17 meV.

At 20 meV below the top, $a=20/23.94\approx0.84$ and $K=\pi a\approx2.62$. The turning points lie at $\pm13.5$ pm, close to the top on the scale of the hop. Then $|B|^2=e^{2K}\approx190.5$ and $T=1/191.5=0.0052$.

The last column below is for the cosine hump with level potential on both sides. It comes from adaptive Runge–Kutta integration of the wave equation, starting from an outgoing wave on the right and separating the incident wave on the left.

| $E-V_0$ (meV) | Parabola, eq. (2) | Cosine hump |
|---:|---:|---:|
| −50 | $1.997\times10^{-6}$ | $1.845\times10^{-6}$ |
| −20 | 0.00522 | 0.00518 |
| −10 | 0.0676 | 0.0677 |
| 0 | 0.5000 | 0.5012 |
| +10 | 0.9324 | 0.9325 |
| +20 | 0.9948 | 0.9947 |

At −50 meV the parabola overestimates the hump's transmission by 8.2%. The reason is geometric: $\cos\theta\ge1-\theta^2/2$, so the cosine hump lies on or above its parabola and has the larger action. Numerical quadrature gives $K=6.604$ for the hump, against 6.562 for the parabola. Kemble's formula with the hump's own action is then 0.5% below the integrated value.

At the top, both actions vanish, yet the hump transmits 0.5012. This excess of 0.0012 is an error of Kemble's formula itself for a non-parabolic hump. Nearly all of it comes from the shape near the top: smoothing away the curvature jumps at the hump's feet changes $T$ by only about $10^{-5}$.

At 300 K, $k_B\Theta=25.85$ meV and $c=23.94/(2\pi\times25.85)=0.147$, so $P=1.037$. Quadrature over $\varepsilon<0$ shows that 11.9% of the transmitted current passes below the top, or $0.119\times1.037=0.123$ of the classical current. The net gain is only 0.037, because reflection above the top removes the difference, about 0.09. At 800 K, a rough figure for a hot filament, $P=1.005$. The condition $c=1$ is reached at 44 K. The formula for $P$ becomes unreliable for the hump already somewhat above that temperature, because energies well below the top, where the parabola is too thin, then carry much of the current. It exceeds the hump's value by about 1% at 60 K, 6% at 50 K and 40% at 46 K.

## What the real cell changes

In a crystal the ion starts from a well, not from level potential. Continue the cosine periodically to describe it. The motion in this well is also quantized, and in the harmonic approximation it has the same $\omega$, since the cosine has equal and opposite curvatures at top and bottom. If the well stays thermally populated up to the barrier and crossings are not reversed, the rate is inversely proportional to the well's partition sum. Replacing the classical sum $k_B\Theta/\hbar\omega$ by $\sum_n e^{-(n+1/2)u}=1/[2\sinh(u/2)]$, with $u=\hbar\omega/k_B\Theta$, multiplies the rate by $2\sinh(u/2)/u$. This is 1.036 at 300 K (1.035 for the full cosine well), about as large as the barrier correction; together they give about 7% in this one-dimensional model. In a crystal the vibrations across the path also change between the well and the barrier top. Their quantum correction can be of similar size and of either sign, so the 7% is not a prediction for a real cell.

Real cells also break the assumption of zero field. A field of 1 MV/cm on a charge of $2e$ exerts 0.2 eV/nm and lowers the barrier by nearly $0.2\times0.15=0.030$ eV; minimizing and maximizing the tilted potential gives 29.8 meV. At 300 K the Boltzmann factor for forward hops is multiplied by $e^{29.8/25.85}\approx3.2$, while $\hbar\omega$ changes by only 0.01%. The barrier height matters more still: an error of 0.1 eV multiplies or divides the Boltzmann factor at 300 K by $e^{100/25.85}\approx48$. For these parameters, effort belongs first in the barrier and the local field.

The lattice also damps the ion. For a classical departure from the top, $\ddot x+\gamma\dot x=\omega^2x$, and the trial solution $e^{\lambda t}$ gives the growing root $\lambda=\sqrt{\omega^2+\gamma^2/4}-\gamma/2$. It is $0.95\,\omega$ for $\gamma=0.1\,\omega$ and $0.62\,\omega$ for $\gamma=\omega$; both dampings are illustrative. When $\gamma$ is comparable with $\omega$, the undamped one-coordinate problem behind (2) no longer describes the crossing, and the motion of the surrounding lattice must be included.
